# Why truncated vacuum cluster expansions fail for square-root metallic embedding: a program that tests the result

```python
"""Vacuum cluster expansion of square-root embedding.

Result under test: for a site with Z equal bonds, the expansion of sqrt(Z)
in terms defined by isolated subclusters has coefficients (-1)^(k-1) a_k,
    a_k = 1/(2 sqrt(pi)) int_0^inf (1-exp(-t))^k t^(-3/2) dt,
and its partial sum S_K (up to K neighbours, body order K+1) obeys
    a_(K+1) C(Z-1,K) <= |S_K - sqrt(Z)| <= a_(K+1) C(Z,K+1),
with error sign (-1)^(K+1).  Also a_k >= 1/sqrt(pi H_k), H_k harmonic.
Symbols: A embedding strength (eV), v pair repulsion (eV), phi bond density,
b background density already present at the site, h hopping (eV).
"""
from math import comb
import numpy as np
import mpmath as mp
from scipy.constants import physical_constants
from scipy.special import binom

mp.mp.dps = 60
HARTREE_EV = physical_constants["Hartree energy in eV"][0]
A, v, Z = 1.5, 0.3, 12
bond_length, decay = 2.8, 3.0


def forward_difference(k, b=0):
    """k-th forward difference of sqrt at b, from its definition."""
    return mp.fsum((-1) ** (k - j) * comb(k, j) * mp.sqrt(b + j)
                   for j in range(k + 1))


def coefficient_integral(k, b=0.0):
    """Integral form of a_k, trapezoidal rule in s = ln t."""
    s = np.linspace(-80.0, 80.0, 80001)
    t = np.exp(s)
    f = np.exp(k * np.log(-np.expm1(-t)) - b * t - s / 2)
    return f.sum() * (s[1] - s[0]) / (2 * np.sqrt(np.pi))


def partial_sum(K, z, differences):
    return mp.fsum(comb(z, k) * differences[k] for k in range(K + 1))


# Differences from the definition against the integral, with and without b.
diff = [forward_difference(k) for k in range(42)]
a = [abs(d) for d in diff]
for k in range(1, 41):
    assert diff[k] * (-1) ** (k - 1) > 0
    assert abs(float(a[k]) - coefficient_integral(k)) < 1e-10
    d_b = float(forward_difference(k, 2)) * (-1) ** (k - 1)
    assert abs(d_b - coefficient_integral(k, 2.0)) < 1e-10
with mp.workdps(350):
    a_1000 = float(abs(forward_difference(1000)))
assert abs(a_1000 - coefficient_integral(1000)) < 1e-10

# Logarithmic decay: Jensen bound and approach of the ratio to one.
ratios = []
for k, value in [(12, float(a[12])), (1000, a_1000),
                 (10**6, coefficient_integral(10**6))]:
    ratios.append(value * float(mp.sqrt(mp.pi * mp.harmonic(k))))
assert ratios[0] > ratios[1] > ratios[2] > 1 and ratios[2] < 1.01
for k in range(1, 41):
    assert a[k] >= 1 / mp.sqrt(mp.pi * mp.harmonic(k))

# Two-sided truncation bound, sign, and smallest truncation error.
tiny = mp.mpf(10) ** -40
for z in range(2, 41):
    errors = []
    for K in range(1, z):
        error = partial_sum(K, z, diff) - mp.sqrt(z)
        assert error * (-1) ** (K + 1) > 0
        assert a[K + 1] * comb(z - 1, K) <= abs(error) + tiny
        assert abs(error) <= a[K + 1] * comb(z, K + 1) + tiny
        errors.append(abs(error))
    assert min(errors) == errors[-1]
    assert abs(errors[-1] - a[z]) < tiny
    assert abs(partial_sum(z, z, diff) - mp.sqrt(z)) < tiny

# All 2^13 subclusters, with inclusion-exclusion done explicitly.
N = 13
masks = np.arange(2 ** N)
member = ((masks[:, None] >> np.arange(N)) & 1).astype(float)
size = member.sum(axis=1).astype(int)


def cluster_terms(energies):
    terms = energies.copy()
    for bit in range(N):
        view = terms.reshape(-1, 2, 2 ** bit)
        view[:, 1] -= view[:, 0]
    return terms, np.bincount(size, weights=terms, minlength=N + 1)


def embedding_energies(phi):
    return -A * (member * np.sqrt(member @ phi)).sum(axis=1)


# Electronic star: one centre, twelve mutually uncoupled neighbours.
h = A / 2
hamiltonian = np.zeros((N, N))
hamiltonian[0, 1:] = hamiltonian[1:, 0] = -h
star = np.zeros(2 ** N)
for mask in range(1, 2 ** N):
    atoms = np.flatnonzero(member[mask])
    levels = np.linalg.eigvalsh(hamiltonian[np.ix_(atoms, atoms)])
    n = len(atoms)
    star[mask] = 2 * levels[:n // 2].sum() + (n % 2) * levels[n // 2]
star_full = star[-1]
assert abs(star_full + 2 * h * np.sqrt(12)) < 1e-11
_, star_orders = cluster_terms(star)
for k in range(1, 13):
    expected = -2 * h * comb(12, k) * float(diff[k])
    assert abs(star_orders[k + 1] - expected) < 1e-7

# Cuboctahedron: centre plus twelve nearest neighbours of an fcc site.
sites = [(0, 0, 0)]
for i, j in [(0, 1), (0, 2), (1, 2)]:
    for p in (-1, 1):
        for q in (-1, 1):
            site = [0, 0, 0]
            site[i], site[j] = p, q
            sites.append(tuple(site))
positions = np.array(sites) * bond_length / np.sqrt(2)
distance = np.linalg.norm(positions[:, None] - positions[None], axis=2)

# Sharp cutoff: only sets of true neighbours of a centre contribute.
phi_sharp = ((distance > 0) & (distance < 1.2 * bond_length)).astype(float)
coordination = phi_sharp.sum(axis=1).astype(int)
_, sharp_orders = cluster_terms(embedding_energies(phi_sharp))
for k in range(1, 13):
    expected = -A * float(diff[k]) * sum(comb(int(z), k) for z in coordination)
    assert abs(sharp_orders[k + 1] - expected) < 1e-7

# Smooth unequal bonds: sign of every term and general truncation bound.
phi_smooth = np.exp(-2 * decay * (distance / bond_length - 1))
np.fill_diagonal(phi_smooth, 0.0)
smooth = embedding_energies(phi_smooth)
smooth_terms, smooth_orders = cluster_terms(smooth)
many = size >= 2
assert np.all(smooth_terms[many] * (-1.0) ** (size[many] - 1) > 0)
smooth_partial = np.cumsum(smooth_orders)
for n in range(2, N):
    error = smooth_partial[n] - smooth[-1]
    omitted = abs(smooth_orders[n + 1])
    assert error * (-1) ** (n - 1) > 0
    assert n / (N - 1) * omitted - 1e-7 <= abs(error) <= omitted + 1e-7
assert abs(smooth_partial[N] - smooth[-1]) < 1e-7


# Partial sums are extrapolations of polynomials through 0, ..., K.
def interpolate(nodes, x):
    total = mp.mpf(0)
    for i in nodes:
        weight = mp.mpf(1)
        for j in nodes:
            if j != i:
                weight *= mp.mpf(x - j) / (i - j)
        total += weight * mp.sqrt(i)
    return total


for K in range(1, Z + 1):
    gap = interpolate(range(K + 1), Z) - partial_sum(K, Z, diff)
    assert abs(gap) < tiny
quadratic_error = max(float(abs(interpolate((6, 9, 12), x) - mp.sqrt(x)))
                      for x in range(6, 13))
vacuum_quadratic_error = float(abs(partial_sum(2, Z, diff) - mp.sqrt(Z)))
assert quadratic_error < 0.02 < vacuum_quadratic_error

# A background density removes the failure.
worst = {}
for b in (0, 1, 12):
    d = [forward_difference(k, b) for k in range(Z + 1)]
    gain = mp.sqrt(b + Z) - mp.sqrt(b)
    errs = [float(abs(partial_sum(K, Z, d) - mp.sqrt(b + Z)))
            for K in range(1, Z)]
    worst[b] = max(errs) / float(gain)
    if b >= Z:
        for K, err in enumerate(errs, start=1):
            bound = np.sqrt(b) * abs(binom(0.5, K + 1)) * (Z / b) ** (K + 1)
            assert err <= bound + 1e-14
        background_errors = [e / float(gain) for e in errs[:3]]
assert worst[0] > worst[1] > worst[12] and worst[12] < 0.2


# Bulk reference: remove m bonds from a site with Z bonds.
def bulk_partial(K, m):
    total = mp.mpf(0)
    for k in range(K + 1):
        backward = mp.fsum((-1) ** j * comb(k, j) * mp.sqrt(Z - j)
                           for j in range(k + 1))
        total += (-1) ** k * comb(m, k) * backward
    return total


for m in range(1, Z + 1):
    sums = [bulk_partial(K, m) for K in range(m + 1)]
    assert all(x > y for x, y in zip(sums, sums[1:]))
    assert abs(sums[-1] - mp.sqrt(Z - m)) < tiny

# Worked example.
exact = Z * v / 2 - A * np.sqrt(Z)
print(f"Embedding strength A = {A:.2f} eV; pair repulsion v = {v:.2f} eV")
print(f"Coordination Z = {Z}; sqrt(Z) = {np.sqrt(Z):.4f}")
print(f"Full energy per atom = {exact:.4f} eV = {exact/HARTREE_EV:.5f} hartree")
dimer = v - 2 * A
print(f"Isolated dimer energy = {dimer:.3f} eV")
print("Body order n, a_(n-1), number of sets, order energy, sum (eV/atom)")
running = 0.0
for k in range(1, Z + 1):
    term = -A * comb(Z, k) * float(diff[k]) + (Z * v / 2 if k == 1 else 0)
    running += term
    if k == 1:
        assert abs(running - Z * dimer / 2) < 1e-12
    print(f"{k+1:3d} {float(a[k]):8.5f} {comb(Z,k):5d} {term:11.4f} {running:11.4f}")
assert abs(running - exact) < 1e-9
site_errors = [float(abs(partial_sum(K, Z, diff) - mp.sqrt(Z)))
               for K in range(1, Z)]
K_peak = 1 + int(np.argmax(site_errors))
peak = site_errors[K_peak - 1]
print(f"Largest error: body order {K_peak+1}, {A*peak:.3f} eV/atom")
print(f"Its lower bound = {A*float(a[K_peak+1])*comb(Z-1,K_peak):.3f} eV/atom")
print(f"Its upper bound = {A*float(a[K_peak+1])*comb(Z,K_peak+1):.3f} eV/atom")
print(f"Error omitting only body order 13 = {A*site_errors[-1]:.4f} eV/atom")
print(f"Same, relative to embedding energy = {100*site_errors[-1]/np.sqrt(Z):.2f} %")
for z in (4, 8, 12):
    e2, e3 = [float(abs(partial_sum(K, z, diff) / mp.sqrt(z) - 1)) for K in (1, 2)]
    print(f"Z={z}: relative error, 2-body {e2:.3f}, up to 3-body {e3:.3f}")
for k, ratio in zip((12, 1000, 10**6), ratios):
    print(f"a_k*sqrt(pi*H_k) at k={k}: {ratio:.5f}")
print(f"a_k at k=1000: {a_1000:.5f}")
for b in (0, 1, 12):
    print(f"Background b={b}: worst error / embedding gain = {worst[b]:.4f}")
print("b=12, relative errors for K=1,2,3: "
      + ", ".join(f"{x:.4f}" for x in background_errors))
print(f"Quadratic through 6,9,12: max error for Z=6..12 = {A*quadratic_error:.5f} eV")
print(f"Quadratic through 0,1,2: error at Z=12 = {A*vacuum_quadratic_error:.3f} eV")
print("Remove 3 bonds from bulk: embedding energy by order K (eV)")
for K in range(4):
    print(f"  K={K}: {-A*float(bulk_partial(K, 3)):.5f}")
print(f"Star: hopping h = {h:.3f} eV, band energy = {star_full:.4f} eV")
print(f"Cuboctahedron: bond {bond_length:.2f} angstrom, decay q = {decay:.1f}")
print(f"  full embedding energy = {smooth[-1]/N:.4f} eV/atom")
for n in (2, 3, 4, 7, 12):
    print(f"  sum to body order {n}: {smooth_partial[n]/N:.4f} eV/atom")
print("tests ok")
```

Output:

```
Embedding strength A = 1.50 eV; pair repulsion v = 0.30 eV
Coordination Z = 12; sqrt(Z) = 3.4641
Full energy per atom = -3.3962 eV = -0.12481 hartree
Isolated dimer energy = -2.700 eV
Body order n, a_(n-1), number of sets, order energy, sum (eV/atom)
  2  1.00000    12    -16.2000    -16.2000
  3  0.58579    66     57.9929     41.7929
  4  0.48941   220   -161.5053   -119.7125
  5  0.44292   495    328.8695    209.1570
  6  0.41444   792   -492.3552   -283.1982
  7  0.39473   924    547.0969    263.8987
  8  0.38004   792   -451.4924   -187.5937
  9  0.36854   495    273.6430     86.0493
 10  0.35921   220   -118.5391    -32.4898
 11  0.35143    66     34.7916      2.3018
 12  0.34481    12     -6.2066     -3.9048
 13  0.33908     1      0.5086     -3.3962
Largest error: body order 6, 279.802 eV/atom
Its lower bound = 273.548 eV/atom
Its upper bound = 547.097 eV/atom
Error omitting only body order 13 = 0.5086 eV/atom
Same, relative to embedding energy = 9.79 %
Z=4: relative error, 2-body 1.000, up to 3-body 0.757
Z=8: relative error, 2-body 1.828, up to 3-body 3.971
Z=12: relative error, 2-body 2.464, up to 3-body 8.697
a_k*sqrt(pi*H_k) at k=12: 1.05872
a_k*sqrt(pi*H_k) at k=1000: 1.01010
a_k*sqrt(pi*H_k) at k=1000000: 1.00280
a_k at k=1000: 0.20830
Background b=0: worst error / embedding gain = 53.8479
Background b=1: worst error / embedding gain = 3.0192
Background b=12: worst error / embedding gain = 0.1830
b=12, relative errors for K=1,2,3: 0.1830, 0.0628, 0.0235
Quadratic through 6,9,12: max error for Z=6..12 = 0.00474 eV
Quadratic through 0,1,2: error at Z=12 = 45.189 eV
Remove 3 bonds from bulk: embedding energy by order K (eV)
  K=0: -5.19615
  K=1: -4.53251
  K=2: -4.50159
  K=3: -4.50000
Star: hopping h = 0.750 eV, band energy = -5.1962 eV
Cuboctahedron: bond 2.80 angstrom, decay q = 3.0
  full embedding energy = -3.5627 eV/atom
  sum to body order 2: -9.7919 eV/atom
  sum to body order 3: 11.5778 eV/atom
  sum to body order 4: -33.7518 eV/atom
  sum to body order 7: 47.8131 eV/atom
  sum to body order 12: -3.6484 eV/atom
tests ok
```
